**Donnan exclusion of bifluoride in a charged slit**

The program examines the rate ratio \(R_{\rm slit}/R_{\rm open}=1-f(1-\Gamma)\) with \(\Gamma=\sqrt{1+x^2}-x\). Here \(f\) is the bifluoride share of the open etch rate, and \(x=X/2c\) compares the wall charge per slit volume \(X\) with the total cation concentration \(c\) of the reservoir. It asserts that the reservoir composition agrees with integrated mass-action kinetics, and that minimising the grand potential of the slit reproduces the anion factor, the unchanged HF concentration and both chemical equilibria. Numerical Poisson–Boltzmann solutions are asserted to lie above the Donnan factor in six cases, and to approach the thin-slit correction and the weak- and strong-charge limits. For a 3 nm slit with −1 µC/cm² on each wall, the output gives \(\Gamma=0.53\) and a fall in etch rate from 1.07 to 0.86 nm/min. Estimates of neglected effects, made one at a time, give rate ratios between 0.72 and 0.83, against 0.81 from the Donnan formula. The rate constants and the wall charge are rough assumed values, not measurements.

## Check in Python

```python
"""
Result under test: etching of an oxide face inside a slit with negative walls.
Monovalent anions are reduced by G = sqrt(1+x^2) - x, x = X/(2c), where
X = 2|sigma|/(F h) is the wall charge per slit volume and c the total cation
concentration of the reservoir. Neutral HF is unchanged. With the etch law
R = k1[HF] + k2[HF2-], R_slit/R_open = 1 - f(1-G), f = bifluoride share.
phi = potential in units of kT/e, zero in the reservoir.
Concentrations in mol/L (M), widths in nm, wall charge in uC/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize

# Rough round parameters: oxide between silicon walls, dilute buffered HF
temperature = 298.15
eps_water, eps_wall = 78.4, 12.0
K_acid, K_bifluoride = 7.0e-4, 4.0          # M, 1/M
k_HF, k_HF2 = 15.0, 60.0                   # nm/min per M
added_HF, added_NH4F = 0.05, 0.05          # M
width, wall_charge = 3.0, 1.0              # nm, magnitude in uC/cm2
slit_depth, diffusivity = 100.0, 1.0e-5    # nm, cm2/s
oxide_density, oxide_molar_mass = 2.2, 60.08   # g/cm3, g/mol
ion_radius, inert_salt = 0.3, 0.2          # nm, M

faraday = const.e * const.N_A
eps = eps_water * const.epsilon_0
thermal_voltage = const.k * temperature / const.e


def fixed_charge(h, sigma):
    """Wall charge per slit volume, M."""
    return 2 * sigma * 0.01 / (faraday * h * 1e-9) / 1000


def donnan(x, s=1.0):
    """Anion partition factor; s = exp(-extra ion free energy/kT)."""
    return np.sqrt(s * s + x * x) - x


def kappa_squared(c):
    """Inverse square Debye length, 1/nm2."""
    return 2 * faraday * c * 1000 / (eps * thermal_voltage) * 1e-18


def wall_slope(sigma):
    """Magnitude of d(phi)/dx at a charged wall, 1/nm."""
    return sigma * 0.01 / (eps * thermal_voltage) * 1e-9


def poisson_boltzmann(h, sigma, c, background=0.0):
    """Width-mean anion factor and wall potential from the full profile.
    background = smeared negative fixed charge divided by 2c."""
    half = h / 2
    q = kappa_squared(c) * half**2
    slope = wall_slope(sigma) * half

    def rhs(y, v):
        return np.vstack([v[1], q * (np.sinh(v[0]) + background),
                          np.exp(v[0])])

    def ends(a, b):
        return np.array([a[1], b[1] + slope, a[2]])

    mesh = np.linspace(0, 1, 61)
    start = -np.arcsinh(background + slope / q)
    guess = np.vstack([np.full(61, start), -slope * mesh,
                       np.exp(start) * mesh])
    sol = solve_bvp(rhs, ends, mesh, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    return sol.y[2, -1], sol.y[0, -1]


# ---- Reservoir speciation, checked by mass-action kinetics ----
total_F = added_HF + added_NH4F


def HF_from_F(f):
    return (total_F - f) / (1 + 2 * K_bifluoride * f)


def charge_residual(f):
    a = HF_from_F(f)
    return K_acid * a / f + added_NH4F - f - K_bifluoride * a * f


F_ion = brentq(charge_residual, 1e-7, total_F, xtol=1e-15)
HF = HF_from_F(F_ion)
HF2 = K_bifluoride * HF * F_ion
H_ion = K_acid * HF / F_ion
bulk = np.array([HF, F_ion, HF2, H_ion, added_NH4F])
charges = np.array([0, -1, -1, 1, 1])


def kinetics(t, y):
    a, f, b, p = y
    dissociation = K_acid * a - p * f
    association = K_bifluoride * a * f - b
    return [-dissociation - association, dissociation - association,
            association, dissociation]


relaxed = solve_ivp(kinetics, (0, 3000), [added_HF, added_NH4F, 0, 0],
                    method="LSODA", rtol=1e-10, atol=1e-14).y[:, -1]
assert np.allclose(relaxed, bulk[:4], rtol=1e-5)
salt = H_ion + added_NH4F

# ---- Donnan factor, checked by grand-potential minimisation ----
X = fixed_charge(width, wall_charge)
x = X / (2 * salt)
G = donnan(x)


def minimise_slit(reservoir, z, fixed, penalty=0.0):
    """Slit composition of least grand potential at fixed total charge."""
    scale = reservoir[z > 0].sum()
    c = reservoir / scale
    root = np.sqrt(c)

    def amount(v):
        return c * np.exp(v / root)

    def potential(v):
        return np.sum(amount(v) * (v / root - 1 + penalty * z**2))

    def gradient(v):
        return amount(v) * (v / root + penalty * z**2) / root

    neutral = {"type": "eq",
               "fun": lambda v: np.sum(z * amount(v)) - fixed / scale,
               "jac": lambda v: z * amount(v) / root}
    res = minimize(potential, np.zeros(len(c)), jac=gradient, method="SLSQP",
                   constraints=[neutral],
                   options={"ftol": 1e-15, "maxiter": 500})
    return amount(res.x) * scale


local = minimise_slit(bulk, charges, X)
assert abs(local[0] / HF - 1) < 1e-4
assert np.allclose(local[1:3] / bulk[1:3], G, rtol=1e-3)
assert np.allclose(local[3:] / bulk[3:], 1 / G, rtol=1e-3)
# Exclusion leaves both chemical equilibria satisfied inside the slit
assert abs(local[2] / (local[0] * local[1]) / K_bifluoride - 1) < 1e-3
assert abs(local[3] * local[1] / local[0] / K_acid - 1) < 1e-3
# A path needing a proton and a bifluoride ion would not be slowed
proton_path = local[3] * local[2] / (H_ion * HF2)
assert abs(proton_path - 1) < 1e-3
# Equal extra free energy for every ion
test_penalty = 0.3
shifted = minimise_slit(bulk, charges, X, test_penalty)
assert abs(shifted[2] / HF2 / donnan(x, np.exp(-test_penalty)) - 1) < 1e-3

# ---- Etch rates, checked with the minimised composition ----
rate_open = k_HF * HF + k_HF2 * HF2
rho = k_HF2 / k_HF
share = rho * K_bifluoride * F_ion / (1 + rho * K_bifluoride * F_ion)


def rate_ratio(anion_factor):
    return 1 - share * (1 - anion_factor)


rate_slit = rate_open * rate_ratio(G)
assert abs((k_HF * local[0] + k_HF2 * local[2]) / rate_slit - 1) < 1e-3

# ---- Added inert salt ----
G_salt = donnan(X / (2 * (salt + inert_salt)))
with_salt = np.append(bulk, inert_salt)
with_salt[4] += inert_salt
local_salt = minimise_slit(with_salt, np.append(charges, -1), X)
assert abs(local_salt[2] / HF2 / G_salt - 1) < 1e-3
mean_salt, _ = poisson_boltzmann(width, wall_charge, salt + inert_salt)
assert mean_salt > G

# ---- Full potential profile: bound, thin-slit correction, limits ----
mean_G, phi_wall = poisson_boltzmann(width, wall_charge, salt)


def thin_slit_excess(h, sigma):
    amplitude = wall_slope(sigma) * h / 4
    ratio = fixed_charge(h, sigma) / (2 * salt)
    return 2 * amplitude**2 / (45 * np.sqrt(1 + ratio**2))


thin_mean, _ = poisson_boltzmann(width / 4, wall_charge / 4, salt)
assert abs((thin_mean - G) / thin_slit_excess(width / 4, wall_charge / 4)
           - 1) < 0.05
for target, limit, tolerance in ((0.01, 1 - 0.01, 1e-4),
                                 (10.0, 1 / 20.0, 5e-4)):
    h_thin = 0.05
    sigma_thin = target * 2 * salt / fixed_charge(h_thin, 1.0)
    value, _ = poisson_boltzmann(h_thin, sigma_thin, salt)
    assert abs(value - limit) < tolerance

scan = []
for h, sigma in ((2, 1), (3, 0.5), (3, 1), (3, 2), (5, 1), (10, 1)):
    ideal = donnan(fixed_charge(h, sigma) / (2 * salt))
    full, _ = poisson_boltzmann(h, sigma, salt)
    assert full > ideal
    scan.append((h, sigma, ideal, full, rate_ratio(ideal), rate_ratio(full)))


# ---- Charge on the etched face, open or at the end of the slit ----
def face_potential(background):
    """Potential at a charged face next to a medium with smeared charge."""
    deep = -np.arcsinh(background)

    def energy(p):
        return (2 * kappa_squared(salt) * (np.cosh(p) - np.cosh(deep)
                + background * (p - deep)) - wall_slope(wall_charge)**2)

    return brentq(energy, deep - 10, deep)


phi_open_face, phi_slit_face = face_potential(0.0), face_potential(x)
for background, value in ((0.0, phi_open_face), (x, phi_slit_face)):
    _, numeric = poisson_boltzmann(20.0, wall_charge, salt, background)
    assert abs(numeric - value) < 1e-3
G_face = np.exp(phi_slit_face - phi_open_face)


# ---- Wall charge that follows the local proton concentration ----
def regulation(sigma):
    _, p = poisson_boltzmann(width, sigma, salt)
    return sigma - wall_charge * np.exp(p - phi_open_face)


regulated_charge = brentq(regulation, 0.2, 1.2, xtol=1e-6)
G_regulated, _ = poisson_boltzmann(width, regulated_charge, salt)

# ---- Image forces at mid-slit, activity, ion size, depletion ----
bjerrum = const.e / (4 * np.pi * eps * thermal_voltage) * 1e9
contrast = (eps_water - eps_wall) / (eps_water + eps_wall)
n = np.arange(1, 400)
slit_ionic = salt * np.sqrt(1 + x * x)
image_bare = bjerrum / width * np.sum(contrast**n / n)
image_screened = bjerrum / width * np.sum(
    contrast**n / n * np.exp(-n * width * np.sqrt(kappa_squared(slit_ionic))))


def davies(ionic):
    r = np.sqrt(ionic)
    return 10 ** (-0.509 * (r / (1 + r) - 0.3 * ionic))


G_activity = donnan(x, davies(salt) / davies(slit_ionic))
G_size = donnan(fixed_charge(width - 2 * ion_radius, wall_charge) / (2 * salt))
oxide_moles = oxide_density / oxide_molar_mass * 1e6
fluoride_flux = 6 * oxide_moles * rate_open * 1e-9 / 60
depletion = (fluoride_flux * slit_depth * 1e-9
             / (diffusivity * 1e-4 * HF * 1000))
assert depletion < 1e-2


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("temperature", temperature, "K")
print(f"permittivity water, wall: {eps_water}, {eps_wall}")
print(f"Ka, K2: {K_acid:.1e} M, {K_bifluoride} 1/M")
print(f"k1, k2: {k_HF}, {k_HF2} nm/min per M")
print(f"added HF, NH4F: {added_HF}, {added_NH4F} M")
show("slit width h", width, "nm")
show("wall charge", -wall_charge, "uC/cm2")
show("open [HF]", HF, "M")
show("open [F-]", F_ion, "M")
show("open [HF2-]", HF2, "M")
show("open [H+]", H_ion, "M")
show("open pH (ideal)", -np.log10(H_ion))
show("total cations c", salt, "M")
show("Debye length", 1 / np.sqrt(kappa_squared(salt)), "nm")
show("wall charge per volume X", X, "M")
show("x = X/(2c)", x)
show("Donnan potential", np.log(G) * thermal_voltage * 1000, "mV")
show("anion factor G", G)
show("slit [HF2-]", G * HF2, "M")
show("slit [H+]", H_ion / G, "M")
show("minimised HF factor", local[0] / HF)
show("minimised HF2- factor", local[2] / HF2)
show("minimised [H+][HF2-] factor", proton_path)
show("bifluoride share f", share)
show("open etch rate", rate_open, "nm/min")
show("slit etch rate", rate_slit, "nm/min")
show("slit etch rate", rate_slit / 60 * 10, "angstrom/s")
show("rate ratio", rate_ratio(G))
show("lowest possible ratio 1-f", 1 - share)
show("full-profile mean factor", mean_G)
show("full-profile rate ratio", rate_ratio(mean_G))
show("factor at side wall", np.exp(phi_wall))
show("thin-slit excess formula", thin_slit_excess(width, wall_charge))
show("full-profile excess", mean_G - G)
print("h nm, -charge uC/cm2, G, full mean, ratio G, ratio full")
for row in scan:
    print("  " + "  ".join(f"{v:.3g}" for v in row))
print(f"{inert_salt} M inert salt: G {G_salt:.3f}, full {mean_salt:.3f}")
print(f"  rate ratio full: {rate_ratio(mean_salt):.3f}")
print("Neglected effects: anion factor, rate ratio")
print(f"  regulated charge: {-regulated_charge:.3f} uC/cm2")
for label, factor in (("regulated walls", G_regulated),
                      ("charged face / open face", G_face),
                      ("image, unscreened", donnan(x, np.exp(-image_bare))),
                      ("image, screened", donnan(x, np.exp(-image_screened))),
                      ("activity", G_activity),
                      ("ion radius 0.3 nm", G_size)):
    print(f"  {label}: {factor:.3f}, {rate_ratio(factor):.3f}")
print(f"image energy bare, screened: {image_bare:.3f}, "
      f"{image_screened:.3f} kT")
print(f"depth {slit_depth} nm, D {diffusivity:.0e} cm2/s")
print(f"HF depletion fraction: {depletion:.1e}")
print("all assertions hold")
```

Output:

```
temperature: 298.1 K
permittivity water, wall: 78.4, 12.0
Ka, K2: 7.0e-04 M, 4.0 1/M
k1, k2: 15.0, 60.0 nm/min per M
added HF, NH4F: 0.05, 0.05 M
slit width h: 3 nm
wall charge: -1 uC/cm2
open [HF]: 0.04203 M
open [F-]: 0.04338 M
open [HF2-]: 0.007294 M
open [H+]: 0.0006781 M
open pH (ideal): 3.169
total cations c: 0.05068 M
Debye length: 1.35 nm
wall charge per volume X: 0.0691 M
x = X/(2c): 0.6817
Donnan potential: -16.38 mV
anion factor G: 0.5286
slit [HF2-]: 0.003855 M
slit [H+]: 0.001283 M
minimised HF factor: 1
minimised HF2- factor: 0.5286
minimised [H+][HF2-] factor: 1
bifluoride share f: 0.4097
open etch rate: 1.068 nm/min
slit etch rate: 0.8617 nm/min
slit etch rate: 0.1436 angstrom/s
rate ratio: 0.8068
lowest possible ratio 1-f: 0.5903
full-profile mean factor: 0.5335
full-profile rate ratio: 0.8089
factor at side wall: 0.4109
thin-slit excess formula: 0.006494
full-profile excess: 0.004986
h nm, -charge uC/cm2, G, full mean, ratio G, ratio full
  2  1  0.408  0.41  0.757  0.758
  3  0.5  0.716  0.717  0.883  0.884
  3  1  0.529  0.534  0.807  0.809
  3  2  0.327  0.34  0.724  0.73
  5  1  0.671  0.683  0.865  0.87
  10  1  0.816  0.833  0.925  0.932
0.2 M inert salt: G 0.872, full 0.875
  rate ratio full: 0.949
Neglected effects: anion factor, rate ratio
  regulated charge: -0.919 uC/cm2
  regulated walls: 0.558, 0.819
  charged face / open face: 0.584, 0.830
  image, unscreened: 0.316, 0.720
  image, screened: 0.516, 0.802
  activity: 0.540, 0.811
  ion radius 0.3 nm: 0.462, 0.779
image energy bare, screened: 0.316, 0.016 kT
depth 100.0 nm, D 1e-05 cm2/s
HF depletion fraction: 9.3e-06
all assertions hold
```
